Polarized absorption of stress-aligned oxygen in silicon: [111] versus [100] stress

**Question**

I am stuck on an exercise about interstitial oxygen in silicon. Each oxygen atom sits in a Si–Si bond, and the infrared stretching mode has its dipole along that bond. There are four bond directions. A crystal is heated under uniaxial stress so that the oxygen can hop between bonds, cooled with the stress still on, and then released. The absorption is measured with light polarized parallel and perpendicular to the old stress axis.

For [111] stress I am given the fraction f of the oxygen in the [111] bonds, with the rest shared equally by the other three directions. My first guess was that the absorption ratio is just the population ratio of "parallel" to "other" bonds, but the other bonds are not perpendicular to [111], so that cannot be right. How do I count them, and does it matter which perpendicular direction I choose?

I must also show that [100] stress produces no alignment. I found that the absorption is the same for light polarized along [100] and along [010]. Is that a proof?

The numbers I want to try are a compression of 200 MPa, an anneal of one hour at 450 °C, and an orientation-dependent energy of 50 meV per GPa.

**Answer**

Your objection to the first guess is correct: the other three bonds, taken together, contribute to both polarizations. The equality you found for [100] is true, but it is not a proof, because it would hold for any populations at all. The two parts need different arguments.

**What is being added up**

Take the unit vectors along the four bonds as

n₁ = (1, 1, 1)/√3
n₂ = (1, −1, −1)/√3
n₃ = (−1, 1, −1)/√3
n₄ = (−1, −1, 1)/√3

A bond has no arrow, so n and −n describe the same orientation. Let pᵢ be the fraction of the oxygen in orientation i, with p₁ + p₂ + p₃ + p₄ = 1.

An oscillator with dipole along n absorbs light of polarization e (a unit vector) in proportion to (e·n)². The oxygen atoms are dilute and vibrate independently, so their absorptions add:

α(e) = C Σᵢ pᵢ (e·nᵢ)²

The constant C contains the oxygen concentration and the dipole strength. It is the same for all four orientations, since the released crystal is cubic, and it cancels in a ratio. I assume that the absorption of the silicon lattice itself has been subtracted.

**The ratio after [111] stress**

Here p₁ = f and p₂ = p₃ = p₄ = (1 − f)/3.

For e parallel to [111], e = n₁. Then e·n₁ = 1, while for the second bond

n₁·n₂ = (1 − 1 − 1)/3 = −1/3

and the same value follows for n₃ and n₄. The squares are 1, 1/9, 1/9, 1/9, so

α_par/C = f + 3 · [(1 − f)/3] · (1/9)
= f + (1 − f)/9
= (1 + 8f)/9

For the perpendicular direction, first add the squares over all four bonds with equal weight. This needs the sums of products of components. Each component of each nᵢ has the square 1/3, so the four squares add to 4/3 for x, for y and for z. The mixed products xy have the signs +, −, −, + and add to zero; xz and yz cancel in the same way. Therefore, for every unit vector e,

Σᵢ (e·nᵢ)² = (4/3)(eₓ² + e_y² + e_z²) = 4/3

If e is perpendicular to [111], the first bond contributes nothing, and the other three must supply the whole 4/3. They have equal populations, so

α_perp/C = [(1 − f)/3] · (4/3) = 4(1 − f)/9

Nothing in this step depended on which perpendicular direction was chosen. That answers your second question, provided the three other populations are equal. A convenient arrangement is to send the light along [1, −1, 0] and to polarize it along [111] or [1, 1, −2].

Dividing the two results gives

R = α_par/α_perp = (1 + 8f)/[4(1 − f)]

It is often handier to use the population ratio of one bond to another,

r = p₁/p₂ = 3f/(1 − f)

Since p₁ + 3p₂ = 1, we have p₂ = 1/(r + 3) and f = r/(r + 3). Then 1 + 8f = (9r + 3)/(r + 3) and 1 − f = 3/(r + 3), so that

R = (9r + 3)/12 = (1 + 3r)/4

Three values show what this means:

- For f = 1/4, r = 1 and R = 1: random orientation gives no polarization dependence.
- For f = 0, R = 1/4. Even with the [111] bonds empty, the inclined dipoles still absorb parallel light.
- For f → 1, R grows without limit, because a dipole along [111] cannot absorb perpendicular light.

To obtain f from a measured R, multiply out: 4R − 4Rf = 1 + 8f. Collecting the terms in f gives

f = (4R − 1)/(4R + 8)

There is also a sum rule. Adding one parallel and two perpendicular absorptions gives

α_par + 2α_perp = C[(1 + 8f) + 8(1 − f)]/9 = C

Hence (α_par + 2α_perp)/3 measures the amount of oxygen whatever the value of f, as long as the other three populations are equal. For arbitrary populations the two perpendicular absorptions can differ, and one must add the absorptions for three mutually perpendicular polarizations. For each bond the three squared cosines add to 1, so that sum is always C. One caution applies to measurement: α(e) equals −ln(T)/d, the decay of the transmitted intensity T per thickness d, only for polarizations along principal axes of the absorption or for a thin sample. Otherwise the light splits into two components that decay at different rates. [111] and [1, 1, −2] are principal axes after [111] stress.

**Where the populations come from**

Let σ be the stress, positive for tension, and s the unit vector along its axis. To first order, the free energy of an oxygen atom changes by a linear function of the stress tensor σ s_a s_b:

Eᵢ = −σ Σ_ab M_ab s_a s_b

M is a symmetric tensor belonging to bond i. The oxygen atom actually lies a little off the bond axis, but if its motion around the axis is averaged, the defect has threefold symmetry about nᵢ. A symmetric tensor with this symmetry has one value M_l along the axis and one value M_t in every direction across it. Thus

Eᵢ = −σ[M_t + (M_l − M_t)(s·nᵢ)²]

The first term is common to all bonds and does not affect the populations. With B = M_l − M_t, the part that matters is

Eᵢ = −Bσ(s·nᵢ)²

I take B > 0. This is what one expects of an atom that pushes its two silicon neighbours apart: tension along the bond helps it, and compression along the bond costs energy.

For [111] stress the squared cosines are 1 and 1/9, so

E₁ − E₂ = −Bσ(1 − 1/9) = −(8/9)Bσ

If the anneal is long enough for equilibrium at temperature T, then

r = exp[−(E₁ − E₂)/kT] = exp[(8/9)Bσ/kT]

For small stress, exp(x) ≈ 1 + x with x = (8/9)Bσ/kT, and R − 1 = (3/4)(r − 1) becomes

R − 1 ≈ (3/4)(8/9)Bσ/kT = (2/3)Bσ/kT

Compression therefore gives R < 1.

**Why [100] stress does not align the bonds**

For s = (1, 0, 0), every bond has (s·nᵢ)² = 1/3. All four energies are −Bσ/3, and the Boltzmann factors are equal. This settles the matter to first order in stress.

Symmetry removes the restriction to first order. Consider half-turns about the cube axes:

- about x: (x, y, z) → (x, −y, −z), which takes n₁ to n₂;
- about y: (x, y, z) → (−x, y, −z), which takes n₁ to n₃;
- about z: (x, y, z) → (−x, −y, z), which takes n₁ to n₄.

Each is a symmetry of the silicon crystal. Each also sends the [100] axis to itself or to its reverse, and uniaxial stress does not distinguish the two. The stressed crystal thus keeps all three half-turns. An oxygen atom in bond 1 and one in bond 2 are the same physical situation seen after a rotation, so their free energies are equal. The same holds for bonds 3 and 4. This includes the off-axis motion and the relaxation of the neighbours, and it needs no small stress, only a crystal that has not yielded or changed its structure.

Equal free energies give pᵢ = 1/4 once the anneal reaches equilibrium, and a crystal that starts with random orientations keeps them at every moment, by the same symmetry. An alignment left from an earlier treatment disappears only if the anneal is long compared with the alignment time found below. With pᵢ = 1/4, the sum found above gives

α(e) = C · (1/4) · (4/3) = C/3

for every polarization. The measurement must be made after release. While the stress is on, it may tilt the individual dipoles, and the absorption along [100] could then differ from that along [010] even with equal populations.

A small pair-potential model illustrates the symmetry argument. An impurity is held 0.03 nm off the bond axis and repels each silicon atom with the energy 50 eV · exp(−d/0.03 nm), where d is the distance. The lattice is strained uniformly, using rough elastic constants of silicon, and the free energy at 450 °C is averaged over twelve positions around the bond. At 200 MPa compression the bonds split by 7.4 meV for [111] stress and by 0.000 meV for [100] stress. The strength of the repulsion was chosen, and uniform strain ignores the relative shift of the two sublattices under shear. Including that shift (internal-strain parameter about 0.54) lowers 7.4 meV to about 3.5 meV and leaves the [100] result at zero. The first number is therefore no prediction for oxygen. The contrast between the two axes is what matters.

**Why your comparison of [100] and [010] is not a proof**

For e along any cube axis, (e·nᵢ)² = 1/3 for all four bonds. Then

α(e) = (C/3)(p₁ + p₂ + p₃ + p₄) = C/3

whatever the populations are. Take the strongly aligned set 0.7, 0.1, 0.1, 0.1. The ratio for [100] and [010] is still 1. In such a crystal the cube axes are not principal axes. With C = 9 cm⁻¹, light along [001] splits into components absorbed at 4.8 and 1.2 cm⁻¹, and a 2 mm slab shows an apparent 2.68 cm⁻¹ instead of 3, but it shows the same value for both polarizations.

Now use the face diagonals [011] and [0, 1, −1]. For [011] the squared cosines are 2/3, 2/3, 0, 0, and for [0, 1, −1] they are 0, 0, 2/3, 2/3. The ratio is

(p₁ + p₂)/(p₃ + p₄) = 0.8/0.2 = 4

One such pair compares only p₁ + p₂ with p₃ + p₄. To exclude every alignment by measurement, use the corresponding pair in each of the three cube faces. Equal absorption in all three means

p₁ + p₂ = p₁ + p₃ = p₁ + p₄ = 1/2

Hence p₂ = p₃ = p₄ = 1/2 − p₁. Putting this into the normalization gives p₁ + 3(1/2 − p₁) = 1, so p₁ = 1/4 and all four are equal.

**A case in between: [110] stress**

For s = (1, 1, 0)/√2, the squared cosines are 2/3 for bonds 1 and 4 and zero for bonds 2 and 3. The bonds split into two pairs, with

p₁/p₂ = exp[(2/3)Bσ/kT]

Light polarized along [110] is absorbed only by bonds 1 and 4, and light along [1, −1, 0] only by bonds 2 and 3, each with the squared cosine 2/3. In this geometry the absorption ratio does equal the population ratio, as in your first guess. Its small-stress form is 1 + (2/3)Bσ/kT, the same as for [111].

**Your numbers**

The temperature is 723.15 K, so kT = 62.32 meV. I read your 50 meV per GPa as the coupling B; if it is meant as the splitting E₁ − E₂ itself, the same steps give R = 0.889. Compression means σ = −0.200 GPa, and with B = 50 meV/GPa

E₁ − E₂ = −(8/9)(50 meV/GPa)(−0.200 GPa) = 8.889 meV

r = exp(−8.889/62.32) = 0.8671

f = 0.8671/3.8671 = 0.2242

Each of the other orientations holds (1 − 0.2242)/3 = 0.2586. In units of C, the absorptions are

α_par = (1 + 8 · 0.2242)/9 = 0.3104
α_perp = 4(1 − 0.2242)/9 = 0.3448

and therefore

R = 0.3104/0.3448 = 0.900

Parallel light is absorbed about 10% less than perpendicular light. The population ratio, 0.867, would have overstated the effect.

The small-stress formula gives 0.893. The difference comes mainly from the next term of the exponential, (3/4)x²/2. With x = −8.889/62.32 = −0.143 it is about +0.008, which brings the estimate back to about 0.90.

For [100] stress each bond is raised by 3.333 meV, apart from the common term. Each fraction stays at 0.2500, and the [011] to [0, 1, −1] ratio is 1.

**Is one hour long enough?**

Each end of a bond touches three other bonds, one of each other orientation. Every hop to a neighbouring bond therefore changes the orientation, with equal chances for the three new ones if the stress bias is ignored. If Γ is the total hop rate,

dp₁/dt = −Γp₁ + (Γ/3)(1 − p₁) = −(4Γ/3)(p₁ − 1/4)

The alignment time is τ = 3/(4Γ). As a rough model, take Γ = 10¹⁵ s⁻¹ · exp(−2.5 eV/kT). This gives τ ≈ 200 s at 450 °C, so one hour is about 18 alignment times. At 300 K, τ is about 10²⁷ s, and the alignment is frozen during the measurement.

Some hopping continues while the crystal cools under stress, and equilibrium at a lower temperature is more strongly aligned. I integrated the four rate equations numerically, with each rate biased by exp[(Eᵢ − Eⱼ)/2kT] for a hop from i to j, through the hold and then through cooling at 10 K/min. R moves only from 0.9003 to 0.8993.

**Comparison with real silicon**

The relevant band of oxygen in silicon lies near 9 µm. A hop barrier of about 2.5 eV and an oxygen absorption of a few cm⁻¹ are reasonable rough values for crystals grown from a quartz crucible. B = 50 meV/GPa is a round model value, and a serious comparison would need a measured one. Stress-alignment experiments suggest a coupling two to three times larger, and R is sensitive to it: B = 140 meV/GPa would give R ≈ 0.75. At 450 °C oxygen also slowly forms clusters. Losing isolated oxygen equally from all orientations changes C but not R.

Of the neglected effects sized here, the largest comes from the lattice absorption, which overlaps this band and has to be subtracted. Suppose the mean oxygen absorption is 3.0 cm⁻¹ and a background of 1.0 cm⁻¹ is left in. By the sum rule C = 9.0 cm⁻¹, so the oxygen parts are 2.794 and 3.103 cm⁻¹, and the apparent ratio is

(2.794 + 1.0)/(3.103 + 1.0) = 0.925

About a quarter of the apparent dichroism, 1 − R, has been lost. A reference crystal with little oxygen, measured at the same temperature, supplies the lattice background to subtract. It does not supply the free-carrier absorption from the oxygen clusters, which act as donors. For about 10¹⁸ cm⁻³ oxygen and one hour this is roughly a few hundredths of a cm⁻¹ and moves R by about 0.001, but it grows with oxygen content and anneal time.

Two other errors are smaller for these numbers:

- **Misaligned stress.** If the axis is 2° away from [111], R lies between 0.899 and 0.902, depending on the direction of the error. If it is 2° away from [100], towards [011], the four bonds are no longer equivalent. The largest and smallest absorptions over all polarizations then differ by 0.75%, but these polarizations lie at about 45° to the stress axis. Light parallel and perpendicular to the axis differs by less than 0.05%, and the [011], [0, 1, −1] pair by about 0.01%, while the [110], [1, −1, 0] pair differs by about 0.5%. A weak signal after nominal [100] stress can thus come from misalignment, but mainly in polarizations inclined to the axis.
- **A dipole not quite along the bond.** If it is tilted by δ and averaged around the bond, (e·n)² is replaced by (1/2)sin²δ + [1 − (3/2)sin²δ](e·n)². For δ = 10°, R becomes 0.905.

All numerical values are calculated from the stated model.
